# Left-right crossing of small square-lattice rectangles by bond enumeration: a numerical check

```python
"""
Result under test: on a square-lattice rectangle with n+1 columns and n rows
of sites, independent bonds open with probability p give a left-right crossing
probability R_n(p) with R_n(p) + R_n(1-p) = 1, hence R_n(1/2) = 1/2 exactly.

Symbols:
  site (x, y)   column x = 0..n, row y = 0..n-1
  h(x, y)       bond from (x, y) to (x+1, y)
  v(x, y)       bond from (x, y) to (x, y+1)
  M             number of bonds outside the two end columns
  N_k           number of crossing configurations with k open bonds
  dual site     unit square named by its lower-left corner, or a square of the
                strips just below and just above the rectangle
Every configuration is a binary number whose bit i says if bond i is open.
Truth tables over all configurations are packed eight to a byte.
"""
from fractions import Fraction
from math import comb
import numpy as np


def relevant_bonds(columns, rows):
    """All bonds except the vertical ones in the two end columns."""
    bonds = [((x, y), (x + 1, y))
             for x in range(columns - 1) for y in range(rows)]
    bonds += [((x, y), (x, y + 1))
              for x in range(1, columns - 1) for y in range(rows - 1)]
    return bonds


def dual_bond(bond):
    """The two squares on either side of a bond."""
    (x, y), (_, y_end) = bond
    if y == y_end:
        return ((x, y - 1), (x, y))
    return ((x - 1, y), (x, y))


def bond_tables(number):
    """For each bond, its open/closed bit in every configuration."""
    byte_index = np.arange(max(1, 2**number // 8))
    tables = []
    for i in range(number):
        if i < 3:
            pattern = (0xAA, 0xCC, 0xF0)[i]
            tables.append(np.full(byte_index.size, pattern, dtype=np.uint8))
        else:
            bit = (byte_index >> (i - 3)) & 1
            tables.append((bit * 255).astype(np.uint8))
    return tables


def connected(edges, tables, sources, targets):
    """Flood from sources in all configurations at once; 1 if a target is hit."""
    sites = {s for edge in edges for s in edge} | set(sources) | set(targets)
    size = tables[0].size
    reach = {s: np.full(size, 255 if s in sources else 0, dtype=np.uint8)
             for s in sites}
    changed = True
    while changed:
        changed = False
        for (a, b), usable in zip(edges, tables):
            newly = (reach[a] ^ reach[b]) & usable
            if newly.any():
                reach[a] |= newly
                reach[b] |= newly
                changed = True
    hit = np.zeros(size, dtype=np.uint8)
    for s in targets:
        hit |= reach[s]
    return np.unpackbits(hit, bitorder="little")[:2**len(edges)]


def crossing_flags(columns, rows):
    bonds = relevant_bonds(columns, rows)
    left = [(0, y) for y in range(rows)]
    right = [(columns - 1, y) for y in range(rows)]
    return connected(bonds, bond_tables(len(bonds)), left, right)


def dual_flags(columns, rows):
    """Bottom-top connection of squares through closed bonds."""
    bonds = relevant_bonds(columns, rows)
    closed = [~table for table in bond_tables(len(bonds))]
    bottom = [(x, -1) for x in range(columns - 1)]
    top = [(x, rows - 1) for x in range(columns - 1)]
    return connected([dual_bond(b) for b in bonds], closed, bottom, top)


def counts_by_open_bonds(flags, number):
    """N_k for k = 0..number, by direct counting."""
    low = min(number, 16)
    open_low = np.array([c.bit_count() for c in range(2**low)])
    counts = np.zeros(number + 1, dtype=np.int64)
    for high, block in enumerate(flags.reshape(-1, 2**low)):
        found = np.bincount(open_low[block == 1], minlength=low + 1)
        shift = high.bit_count()
        counts[shift:shift + low + 1] += found
    return [int(c) for c in counts]


def crossing_probability(counts, p):
    m = len(counts) - 1
    return sum(c * p**k * (1 - p)**(m - k) for k, c in enumerate(counts))


def partner_positions(bonds):
    """Where each bond lands when its dual is transposed onto the lattice."""
    place = {bond: i for i, bond in enumerate(bonds)}
    return [place[tuple((j + 1, x) for x, j in dual_bond(b))] for b in bonds]


def literal_count(n):
    """One-by-one cluster search on the whole rectangle, side bonds included."""
    bonds = [(x * n + y, (x + 1) * n + y) for x in range(n) for y in range(n)]
    bonds += [(x * n + y, x * n + y + 1)
              for x in range(n + 1) for y in range(n - 1)]
    total = 0
    for config in range(2**len(bonds)):
        parent = list(range(n * (n + 1)))
        for i, (a, b) in enumerate(bonds):
            if config >> i & 1:
                while parent[a] != a:
                    a = parent[a]
                while parent[b] != b:
                    b = parent[b]
                parent[a] = b
        ends = []
        for column in (0, n):
            roots = set()
            for y in range(n):
                s = column * n + y
                while parent[s] != s:
                    s = parent[s]
                roots.add(s)
            ends.append(roots)
        total += bool(ends[0] & ends[1])
    return len(bonds), total


def bond_name(bond):
    (x, y), (_, y_end) = bond
    return f"{'h' if y == y_end else 'v'}({x},{y})"


half = Fraction(1, 2)
p_low, p_high = Fraction(2, 5), Fraction(3, 5)
all_counts = {}
inner_totals = {}
low_values = []

print("Rectangles of n+1 columns by n rows (all numbers dimensionless)")
for n in range(1, 5):
    bonds = relevant_bonds(n + 1, n)
    m = len(bonds)
    assert m == n**2 + (n - 1)**2
    flags = crossing_flags(n + 1, n)
    # Exactly one of the two connections exists in every configuration.
    assert np.all(flags ^ dual_flags(n + 1, n) == 1)
    counts = counts_by_open_bonds(flags, m)
    total = int(np.count_nonzero(flags))
    assert sum(counts) == total
    assert Fraction(total, 2**m) == half
    assert all(counts[k] + counts[m - k] == comb(m, k) for k in range(m + 1))
    r_low = crossing_probability(counts, p_low)
    r_high = crossing_probability(counts, p_high)
    assert r_low + r_high == 1
    low_values.append(r_low)
    all_counts[n], inner_totals[n] = counts, total
    print(f"n={n}: M={m} bonds, {2**m} configurations, {total} cross,"
          f" R(1/2)={Fraction(total, 2**m)}")
    print(f"     R({float(p_low)})={float(r_low):.6f},"
          f" R({float(p_high)})={float(r_high):.6f}")

    if n <= 3:
        # The transposed, complemented partner has the opposite outcome.
        configs = np.arange(2**m)
        partner = np.zeros_like(configs)
        for i, position in enumerate(partner_positions(bonds)):
            partner |= (1 - (configs >> i & 1)) << position
        assert np.array_equal(partner[partner], configs)
        assert np.all(flags[partner] != flags)
        if n == 2:
            wanted = {"h(0,0)", "h(1,0)"}
            example = sum(1 << i for i, b in enumerate(bonds)
                          if bond_name(b) in wanted)
            pair = [example, int(partner[example])]
            pair_text = []
            for c in pair:
                names = [bond_name(b) for i, b in enumerate(bonds)
                         if c >> i & 1]
                pair_text.append((", ".join(names), bool(flags[c])))

assert all(b < a for a, b in zip(low_values, low_values[1:]))

print("Crossing configurations N_k, k = 0..M open bonds")
for n in (2, 3):
    print(f"n={n}: {all_counts[n]}")

print("One pair for n=2 (open bonds; does it cross?)")
for label, (names, crosses) in zip(("configuration", "partner"), pair_text):
    print(f"{label}: {names}; {'yes' if crosses else 'no'}")

# Five-bond bridge: condition on the middle bond being open or closed.
for p in (Fraction(1, 7), p_low, half, Fraction(4, 5)):
    middle_open = (1 - (1 - p)**2)**2
    middle_closed = 1 - (1 - p**2)**2
    bridge = p * middle_open + (1 - p) * middle_closed
    assert bridge == crossing_probability(all_counts[2], p)
    if p == half:
        print(f"Bridge at p=1/2: middle open {middle_open},"
              f" middle closed {middle_closed}, average {bridge}")

print("Whole rectangle with side bonds, searched one by one")
for n in (1, 2, 3):
    number, total = literal_count(n)
    assert number == 2 * n**2 - 1
    assert total == inner_totals[n] * 2**(2 * (n - 1))
    assert Fraction(total, 2**number) == half
    print(f"n={n}: {number} bonds, {2**number} configurations, {total} cross")

print("Other shapes at p=1/2 (columns x rows of sites)")
for rows in (2, 3):
    for columns in (rows, rows + 2):
        flags = crossing_flags(columns, rows)
        value = Fraction(int(np.count_nonzero(flags)), flags.size)
        assert value > half if columns == rows else value < half
        print(f"{columns} x {rows}: R={value} = {float(value):.6f}")

print("verified")
```

Printed output:

```
Rectangles of n+1 columns by n rows (all numbers dimensionless)
n=1: M=1 bonds, 2 configurations, 1 cross, R(1/2)=1/2
     R(0.4)=0.400000, R(0.6)=0.600000
n=2: M=5 bonds, 32 configurations, 16 cross, R(1/2)=1/2
     R(0.4)=0.340480, R(0.6)=0.659520
n=3: M=13 bonds, 8192 configurations, 4096 cross, R(1/2)=1/2
     R(0.4)=0.287710, R(0.6)=0.712290
n=4: M=25 bonds, 33554432 configurations, 16777216 cross, R(1/2)=1/2
     R(0.4)=0.242748, R(0.6)=0.757252
Crossing configurations N_k, k = 0..M open bonds
n=2: [0, 0, 2, 8, 5, 1]
n=3: [0, 0, 0, 3, 38, 209, 627, 1089, 1078, 677, 283, 78, 13, 1]
One pair for n=2 (open bonds; does it cross?)
configuration: h(0,0), h(1,0); yes
partner: h(1,0), h(1,1), v(1,0); no
Bridge at p=1/2: middle open 9/16, middle closed 7/16, average 1/2
Whole rectangle with side bonds, searched one by one
n=1: 1 bonds, 2 configurations, 1 cross
n=2: 7 bonds, 128 configurations, 64 cross
n=3: 17 bonds, 131072 configurations, 65536 cross
Other shapes at p=1/2 (columns x rows of sites)
2 x 2: R=3/4 = 0.750000
4 x 2: R=21/64 = 0.328125
3 x 3: R=43/64 = 0.671875
5 x 3: R=48449/131072 = 0.369637
verified
```
